\section*{Why eighteen electrons per cell do not guarantee a gap in NiSi2}

\section*{Question}

NiSi$_2$ is used as a metallic contact to silicon, but I cannot reconcile that with counting electrons. Nickel contributes ten valence electrons and each silicon four, so there are eighteen per formula unit. Each band holds two electrons per primitive cell. Eighteen electrons should therefore fill nine bands and leave the tenth empty, which describes an insulator or a semiconductor. Is my count wrong, is the primitive cell larger than I think, or does the argument fail somewhere else?

\section*{Answer}

Your count and your cell are both right. The faulty step is from ``eighteen electrons \emph{could} fill nine bands'' to ``they \emph{do} fill nine bands''.

\subsection*{What the count does tell you}

NiSi$_2$ has the fluorite structure. Its cubic cell contains 4 Ni and 8 Si atoms on 4 face-centred-cubic lattice points, so the primitive cell contains one Ni and two Si:
\begin{equation}
N=10+2\times4=18 .
\end{equation}
A crystal of $M$ primitive cells with periodic boundaries has $M$ allowed wavevectors $\mathbf k$. Each band has one orbital state per $\mathbf k$, and each state takes two spins, so a band holds $2M$ electrons, or two per cell.

Suppose now that there is a gap at the Fermi level. Every band is then completely full or completely empty, and $N$ is twice the number of full bands. An even $N$ is thus \emph{necessary} for a gap. This holds for independent electrons in a perfect crystal with spin-degenerate bands. Magnetic order, a distortion that enlarges the cell, or strong electron repulsion can invalidate the count.

The converse does not follow. At zero temperature electrons occupy the lowest energies available anywhere in the Brillouin zone; they do not fill the nine lowest states separately at each $\mathbf k$. If band 9 at $\mathbf k_1$ lies above band 10 at $\mathbf k_2$, moving an electron from the first state to the second changes the energy by
\begin{equation}
E_{10}(\mathbf k_2)-E_9(\mathbf k_1)<0 ,
\end{equation}
so nine full bands are not the ground state. A gap requires the highest energy of band 9, over all $\mathbf k$, to lie below the lowest energy of band 10, over all $\mathbf k$.

\subsection*{A model with two overlapping bands}

Take bands 1 to 8 as full and lower in energy. They hold 16 electrons per cell and leave two for bands 9 and 10. I describe these by a simple model on the correct lattice; it is not a computed band structure of NiSi$_2$.

Let each band come from one orbital per cell, with hopping energy $t$ to the 12 nearest lattice points, such as $(a/2,a/2,0)$. Summing $e^{i\mathbf k\cdot\mathbf R}$ over the four neighbours in the $xy$ plane gives $4c_xc_y$, where $c_x=\cos(k_xa/2)$. The other planes follow in the same way. In band 10 add hopping $-|u|$ to the six points such as $(a,0,0)$, whose phases sum to $2S_2$. With
\begin{align}
S_1&=c_xc_y+c_yc_z+c_zc_x,\\
S_2&=\cos k_xa+\cos k_ya+\cos k_za,
\end{align}
and energies measured from the centre of band 9,
\begin{align}
E_9&=4tS_1,\\
E_{10}&=\Delta+4tS_1-2|u|S_2,\qquad t>0 .
\end{align}

To find the band edges, note that $S_1$ is linear in each cosine separately. Its extremes over $-1\le c_i\le1$ therefore occur when every $c_i$ is $\pm1$. Equal signs give $3$; one sign different from the other two gives $-1$. Hence $-1\le S_1\le3$, while $S_2\le3$.

The top of band 9 is $12t$, at $\Gamma$ ($\mathbf k=0$). At $X$, $\mathbf k=(2\pi/a,0,0)$, both $S_1=-1$ and $S_2=3$ hold, so both terms of band 10 are lowest there, and its bottom is $\Delta-4t-6|u|$. The gap is
\begin{equation}
G=(\Delta-4t-6|u|)-12t=\Delta-16t-6|u| .
\label{gap}
\end{equation}
A negative $G$ means an overlap of size $|G|$. The separation at one and the same $\mathbf k$ is instead
\begin{equation}
E_{10}-E_9=\Delta-2|u|S_2\ \ge\ \Delta-6|u| .
\end{equation}
This can be positive throughout the zone while $G$ is negative. The bands then never touch, yet their energy ranges overlap.

\subsection*{Numbers}

Choose $a=0.54$ nm, $t=0.20$ eV, $|u|=0.10$ eV and $\Delta=1.8$ eV. Then
\begin{align}
E_9(\Gamma)&=12(0.20)=2.4\ \text{eV},\\
E_{10}(X)&=1.8-0.8-0.6=0.4\ \text{eV}.
\end{align}
The overlap is 2.0 eV, although the smallest separation at fixed $\mathbf k$ is $1.8-0.6=1.2$ eV.

Filling the lowest states puts the Fermi energy at 0.90 eV, inside both bands. If band 10 receives $n$ electrons per cell, band 9 keeps $2-n$ and so has $n$ holes. Here $n=0.2485$. With the primitive volume $\Omega=a^3/4=0.03937$ nm$^3$, the density of each carrier is
\begin{equation}
\frac{0.2485}{0.03937\ \text{nm}^3}=6.31\ \text{nm}^{-3}
=6.31\times10^{21}\ \text{cm}^{-3}.
\end{equation}
This state lies 0.176 eV per cell below the one with band 9 full. The even count has made the numbers of electrons and holes equal; it has not made them zero.

\subsection*{Why partly filled bands conduct}

In a field $F$ along $x$, an electron obeys $\hbar\dot k_x=-eF$. With scattering time $\tau$, the steady occupation is displaced by $-eF\tau/\hbar$. To first order in $F$,
\begin{equation}
g(\mathbf k)=f+\frac{eF\tau}{\hbar}\frac{\partial f}{\partial k_x}
=f+eF\tau\,v_x\frac{\partial f}{\partial E},
\end{equation}
because $\partial E/\partial k_x=\hbar v_x$. Here $f$ is the equilibrium Fermi function. The current density of one band is $J=-(2e/\Omega)\langle v_xg\rangle$, where the brackets denote the zone average and the 2 counts spin. The term with $f$ alone vanishes, since $E(-\mathbf k)=E(\mathbf k)$ makes $v_x$ odd. The remainder gives
\begin{equation}
\sigma=\frac JF=\frac{2e^2\tau}{\Omega}
\left\langle v_x^2\left(-\frac{\partial f}{\partial E}\right)\right\rangle ,
\end{equation}
to be summed over bands. In a full band $f=1$ everywhere, its derivative is zero, and the displacement changes nothing.

For $\tau=5$ fs at 300 K, band 9 contributes $8.14\times10^3$ S/cm and band 10 contributes $7.99\times10^3$ S/cm. The total is $1.613\times10^4$ S/cm, and its inverse is a resistivity of 62 $\mu\Omega\,$cm. Holes and electrons carry nearly equal shares for these parameters.

\subsection*{The same eighteen electrons with a gap}

Now change $\Delta$ alone. Equation~\eqref{gap} becomes $G=\Delta-3.8$ eV, and filling the levels at zero temperature gives:

\begin{center}
\begin{tabular}{ccc}
$\Delta$ (eV) & $G$ (eV) & electrons in band 10 per cell\\
1.8 & $-2.0$ & 0.24846\\
3.0 & $-0.8$ & 0.04872\\
3.7 & $-0.1$ & 0.00196\\
3.9 & $+0.1$ & 0\\
5.0 & $+1.2$ & 0
\end{tabular}
\end{center}

The entries come from counting levels on a finite wavevector grid, and their last digit is not converged: a converged zone integration gives 0.24845, 0.04875 and 0.00194. The carriers disappear as the overlap closes, and a power law describes how. For small displacements $\mathbf q$ from $X$, expanding the cosines gives $S_1\approx-1+a^2q_x^2/4$ and $S_2\approx3-a^2q^2/2$. Near the two edges, therefore,
\begin{align}
E_9&\approx12t-ta^2k^2,\\
E_{10}&\approx E_{10}(X)+(t+|u|)a^2q_x^2+|u|a^2(q_y^2+q_z^2).
\end{align}
A pocket filled to an energy depth $\eta$ is an ellipsoid whose three semi-axes each grow as $\eta^{1/2}$, so it holds a number of carriers proportional to $\eta^{3/2}$. Equal numbers of holes and electrons fix the ratio of the two depths, and the depths add up to the overlap. Hence $n\propto|G|^{3/2}$ for small overlap.

Between overlaps of 0.1 and 0.8 eV this predicts a factor $8^{3/2}=22.6$; the table gives about 25. Most of the difference arises because, at 0.8 eV, the quadratic energies already undercount the carriers by about a tenth; the finite wavevector grid adds an uncertainty of a per cent or so in the smallest entry. Between 0.8 and 2.0 eV it predicts 4.0, against 5.1 in the table. The pockets are no longer small by then. At $W$, $\mathbf k=(2\pi/a)(1,\tfrac12,0)$, where $S_1=-1$ and $S_2=1$, band 10 lies at $1.8-0.8-0.2=0.8$ eV. That is below the Fermi energy, so pockets around neighbouring $X$ points have joined.

At $\Delta=5.0$ eV, with $\tau$ and the temperature held fixed, the conductivity for 18 electrons falls to about $10^{-8}$ S/cm, from thermally excited carriers alone. Remove one electron per cell from this gapped crystal, leaving 17, and band 9 is half full: the conductivity is $1.19\times10^4$ S/cm. For independent electrons in spin-degenerate bands, an odd count gives a metal even without overlap; an even count leaves the decision to the band energies.

\subsection*{How far this applies to NiSi$_2$}

Real NiSi$_2$ is a cubic metal with a lattice constant near 0.54 nm and a room-temperature resistivity of, roughly, a few tens of $\mu\Omega\,$cm. The model's 62 $\mu\Omega\,$cm is of that order, but this is no evidence for its bands: $\tau$ was chosen, and the resistivity scales as $1/\tau$. In the real crystal Ni $3d$ and Si $3s$, $3p$ states mix, and the bands near the Fermi level are more complicated than these two. That bands 1 to 8 are full and that bands 9 and 10 never touch are assumptions of the model, not established properties of NiSi$_2$: cubic symmetry can make bands degenerate at points such as $\Gamma$, and bands 9 and 10 touching anywhere would also rule out a gap. The model shows how 18 electrons can form a metal; the actual overlap must come from a band calculation or from experiment. Contact films also break the assumption of a perfect bulk crystal. With the chosen $\tau$ the model's mean free path is 2.2 nm averaged over both bands (3.0 nm in band 9, 1.8 nm in band 10); boundaries matter once a film is as thin as the mean free path, which for a real film depends on its actual $\tau$. If they halve $\tau$, the resistivity doubles to 124 $\mu\Omega\,$cm.

Would the model's overlap survive effects it leaves out? The estimates below use the chosen parameters and say nothing direct about the bands of NiSi$_2$.

\begin{itemize}
\item \textbf{Band mixing.} A coupling $V$ between the two orbitals in each cell pushes states at the same $\mathbf k$ apart. At $\Gamma$ and $X$ their separation is 1.2 eV, so each edge moves by $\sqrt{(0.6\ \text{eV})^2+V^2}-0.6$ eV. For $V=0.3$ eV the overlap shrinks from 2.0 to 1.86 eV. Removing it takes $V=1.48$ eV. Strong mixing can therefore open a gap, but weak mixing does not.

\item \textbf{Scattering and temperature.} The lifetime broadening $\hbar/\tau$ is 0.13 eV and the thermal energy at 300 K is 0.026 eV, both small beside the overlap. At 600 K with the same $\tau$ the resistivity is still 62 $\mu\Omega\,$cm. In a real metal added lattice vibrations shorten $\tau$ and so raise the resistivity.

\item \textbf{High current.} At 1 MA/cm$^2$ the field is 62 V/cm, and an electron gains $3.3\times10^{-6}$ eV per lattice constant. Against the model's separation of at least 1.2 eV at fixed $\mathbf k$, field-driven tunnelling between the bands is negligible; this argument does not cover bands that touch or nearly touch.

\item \textbf{Electron repulsion.} The Thomas--Fermi screening length comes out at 0.04 nm. This is shorter than the atomic spacing, where that theory is only a rough guide. It suggests strong screening but does not rule out correlation effects.
\end{itemize}

So when you meet an even count, compare the highest energy of the last band that could be full with the lowest energy of the next, each taken over the whole zone. A band plot showing a space between the two curves at every $\mathbf k$ is not enough. The numerical output below lists the main computed values.

\section*{Table of computed values}
\begin{verbatim}
COUNT
Ni, Si atoms per primitive cell: 1, 2
valence electrons of Ni, Si: 10, 4
electrons per primitive cell: 18
finite crystal: 216 cells, 432 levels in two bands
INPUTS
lattice constant a = 0.54 nm
primitive cell volume = 0.03937 nm^3
hoppings t, u = 0.20, -0.10 eV
band-centre distance, overlapping case = 1.8 eV
band-centre distance, separated case = 5.0 eV
scattering time = 5.0 fs, temperature = 300 K
OVERLAPPING CASE, 18 ELECTRONS
top of band 9 (Gamma) = 2.400 eV
bottom of band 10 (X) = 0.400 eV
overlap = 2.000 eV
smallest direct gap = 1.200 eV
Fermi energy at 0 K = 0.901 eV
holes in band 9 at 0 K = 0.2485 per cell
electrons in band 10 at 0 K = 0.2485 per cell
density of each carrier at 0 K = 6.31e+21 cm^-3
energy saved against full band 9 = 0.1758 eV per cell
density of states at Fermi level = 1.217 /(eV cell)
conductivity of band 9 = 8.135e+03 S/cm
conductivity of band 10 = 7.992e+03 S/cm
total conductivity = 1.613e+04 S/cm
resistivity at 300 K = 62.0 microohm cm
SCAN AT 18 ELECTRONS: centre distance, gap (eV), electrons in band 10
  1.8  -2.0  0.24846 per cell
  3.0  -0.8  0.04872 per cell
  3.7  -0.1  0.00196 per cell
  3.9  +0.1  0.00000 per cell
  5.0  +1.2  0.00000 per cell
SEPARATED CASE, 300 K
gap = 1.200 eV
18 electrons: conductivity = 9.6e-09 S/cm
17 electrons: conductivity = 1.191e+04 S/cm
NEGLECTED EFFECTS, OVERLAPPING CASE
overlap with band mixing 0.3 eV = 1.858 eV
mixing that removes the overlap = 1.48 eV
lifetime broadening hbar/tau = 0.132 eV
thermal energy at 300 K = 0.0259 eV
resistivity at 600 K, same tau = 62.3 microohm cm
rms Fermi velocity = 4.42e+05 m/s
mean free path = 2.21 nm
field at 1 MA/cm2 = 62.0 V/cm
energy gain per lattice constant = 3.3e-06 eV
shift of occupation in k = 4.7e-05 nm^-1
Thomas-Fermi screening length = 0.042 nm
\end{verbatim}
